# The Tersoff-Tromp Elongation Transition of Strained Rectangular Islands

Consider a very long strained ridge of width $s$ and fixed height $h$ on a thick substrate. Each of its two edges costs surface energy $\Gamma h$ per unit length. The edges also push the substrate in opposite directions, and the resulting relaxation lowers the energy by $2ch^2\ln(s/b)$ per unit length, where $b$ is a short cutoff set by the facet width. Both statements are derived below. Divided by the cross-section $hs$, the energy per volume is

$$
e(s)=\frac{2}{s}\left[\Gamma-ch\ln\frac sb\right],\qquad
\frac{de}{ds}=-\frac{2}{s^2}\left[\Gamma-ch\ln\frac sb+ch\right].
$$

The derivative vanishes at

$$
s=\alpha_0\equiv b\,e^{1+\Gamma/(ch)},\qquad e(\alpha_0)=-\frac{2ch}{\alpha_0}.
$$

A narrower ridge has too much edge for its volume. In a wider one the edges are too dilute, and the slowly growing logarithm does not make up for it. The ridge therefore has a preferred width. A compact island much wider than $\alpha_0$ can gain by becoming long and narrow, and the question is at what size this begins.

Take a truncated pyramid with sides $s\le t$ measured at half height, facet angle $\theta$ and facet width $w=h\cot\theta$. At height $z$ its sides are $s+w(1-2z/h)$ and $t+w(1-2z/h)$. The terms linear in $w$ integrate to zero, so the volume is

$$
V=h\left(st+\frac{w^2}{3}\right).
$$

At fixed height, fixed volume thus means fixed $L=\sqrt{st}$.

Let a wetting layer with surface energy $\gamma$ cover the substrate, let the island top have the same $\gamma$, and let the facets have $\gamma_e$. The slant height is $h/\sin\theta$ and the mean facet lengths are $s$ and $t$, so the facet area is $2h(s+t)/\sin\theta$. The flat area changes by

$$
(s-w)(t-w)-(s+w)(t+w)=-2w(s+t).
$$

The surface cost is therefore

$$
E_s=2\Gamma h(s+t),\qquad \Gamma=\frac{\gamma_e}{\sin\theta}-\gamma\cot\theta .
$$

For the elastic part, assume small slopes, equal isotropic elastic constants in island and substrate (shear modulus $\mu$, Poisson ratio $\nu$), and a biaxial misfit stress $\sigma$. The energy of the unrelaxed strained film is proportional to $V$ and is dropped. If the surface is displaced tangentially by $\mathbf u$, the strain energy of the island changes, to lowest order in $h$, by

$$
\sigma\int h\,\nabla\!\cdot\mathbf u\,d^2r=-\int \mathbf F\cdot\mathbf u\,d^2r,\qquad \mathbf F=\sigma\nabla h,
$$

after integration by parts. The substrate stores half the work of the traction that produces $\mathbf u$. Minimising the sum makes this traction equal to $\mathbf F$ and leaves $E_{el}=-\tfrac12\int\mathbf F\cdot\mathbf u\,d^2r$.

A Fourier component of $\nabla h$ is parallel to its wave vector, so only the response to such longitudinal forces is needed. In the half-space $z<0$ the Airy function $Bz\,e^{kz}\cos kx$, being $z$ times a harmonic function, is biharmonic. It gives

$$
\sigma_{zz}=-Bk^2z\,e^{kz}\cos kx,\quad
\sigma_{xz}=Bk(1+kz)e^{kz}\sin kx,\quad
\sigma_{xx}=B(2k+k^2z)e^{kz}\cos kx .
$$

At $z=0$ the normal traction vanishes and the shear traction is $Bk\sin kx$. Plane strain gives $2\mu\,\partial_xu_x=(1-\nu)\sigma_{xx}-\nu\sigma_{zz}$, hence $u_x=(1-\nu)(B/\mu)\sin kx$ at the surface. Displacement divided by force is $(1-\nu)/(\mu k)$. The two-dimensional transform of $1/r$ is $2\pi\int_0^\infty J_0(kr)\,dr=2\pi/k$, so in real space

$$
E_{el}=-\frac c2\iint\frac{\nabla h(\mathbf r)\cdot\nabla' h(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^2r\,d^2r',\qquad
c=\frac{\sigma^2(1-\nu)}{2\pi\mu}.
$$

In this scalar form perpendicular edges do not couple. The full point-force response does couple them, but over a closed contour that coupling cancels against an extra term between parallel edges, so the total is the same. Across a facet, $\nabla h$ integrates to $h$ and points inward, so an edge interacts with itself with a positive sign and with the opposite edge with a negative sign. Two parallel lines of length $t$ at distance $X$ give

$$
J_t(X)=2\int_0^t\frac{t-v}{\sqrt{X^2+v^2}}\,dv
=2\left[t\ln\frac{t+\sqrt{t^2+X^2}}{X}-\sqrt{t^2+X^2}+X\right].
$$

For opposite edges $X=s$. Within one facet $X\ll t$, and $J_t\to2[t\ln(2t/X)-t]$ must be averaged over $X=w|\xi-\xi'|$ with $\xi,\xi'$ uniform on $(0,1)$. Since

$$
\int_0^1\!\!\int_0^1\ln|\xi-\xi'|\,d\xi\,d\xi'=2\int_0^1(1-v)\ln v\,dv=-\frac32,
$$

the average replaces $X$ by $b=we^{-3/2}$. With $D=\sqrt{s^2+t^2}$, self term minus opposite-edge term is

$$
2\left[t\ln\frac{2st}{(t+D)b}+D-s-t\right].
$$

The double integral contains this twice, with a factor $h^2$, because there are two such edges. The other pair of edges follows by exchanging $s$ and $t$. Altogether

$$
E_{el}=-2ch^2\Phi,\qquad
\Phi=t\ln\frac{2st}{(t+D)b}+s\ln\frac{2st}{(s+D)b}+2(D-s-t).
$$

For $t\to\infty$, $\Phi/t\to\ln(s/b)$, which is the relief used for the ridge.

The finite facets add a constant at the corners. Contour segments at two levels of one facet are separated by $X$, and their half-lengths also differ by $X$. For centred segments of lengths $l,l'$ the line integral is $2[P(\tfrac{l+l'}2)-P(\tfrac{|l-l'|}2)]$ with $P(u)=u\,\mathrm{arsinh}(u/X)-\sqrt{u^2+X^2}$. The second term supplies $-2P(X)=2X[\sqrt2-\ln(1+\sqrt2)]$, and the mean of $X$ is $w/3$. Summed over both directions this adds $\tfrac23[\sqrt2-\ln(1+\sqrt2)]w\approx0.355\,w$ to $\Phi$. It does not affect the shape at fixed $L$. Other facet corrections cancel at first order in $w$, because deviations of length and separation average to zero.

Now separate the logarithms of the distances between opposite edges:

$$
\Phi=t\ln\frac sb+s\ln\frac tb+\Delta,\qquad
\Delta=t\ln\frac{2t}{t+D}+s\ln\frac{2s}{s+D}+2(D-s-t).
$$

The remainder $\Delta$ does not contain $b$. At fixed aspect ratio it is proportional to $L$, whereas the separated terms grow as $L\ln(L/b)$. Dropping it gives the separable Tersoff-Tromp energy. Using $\Gamma/(ch)=\ln(\alpha_0/b)-1$,

$$
\frac{E_{TT}}{2ch^2}=-t\left[\ln\frac s{\alpha_0}+1\right]-s\left[\ln\frac t{\alpha_0}+1\right].
$$

Put $s=Le^{-q}$, $t=Le^{q}$ and $\lambda=\ln(L/\alpha_0)$. Then

$$
\frac{E_{TT}}{2ch^2L}=-2(\lambda+1)\cosh q+2q\sinh q,
$$

$$
\frac{d}{dq}\frac{E_{TT}}{2ch^2L}=2\sinh q\,(q\coth q-\lambda).
$$

The function $q\coth q$ starts at 1 and increases, since its derivative is $(\sinh q\cosh q-q)/\sinh^2q>0$. For $\lambda\le1$ the energy rises with $q$ and the square is stable. For $\lambda>1$ the energy first falls and then rises, with one minimum at $q\coth q=\lambda$. The threshold is therefore $L=e\alpha_0$. Just above it $q\coth q\simeq1+q^2/3$ gives $q\simeq\sqrt{3(\lambda-1)}$, so the elongation grows continuously from zero. With $\rho=t/s=e^{2q}$,

$$
\ln\frac s{\alpha_0}=\lambda-q=q(\coth q-1)=\frac{\ln\rho}{\rho-1},
\qquad s=\alpha_0\,\rho^{1/(\rho-1)} .
$$

As the island grows, its width shrinks from $e\alpha_0$ towards $\alpha_0$.

The neglected $\Delta$ matters here even when $\ln(\alpha_0/b)$ is large. The large logarithm has cancelled against $\Gamma/(ch)$, and the threshold is decided by the numbers of order one that remain. For a long island $\Delta$ contains $s\ln(2s/t)$, which turns $s\ln t$ into $s\ln 2s$: the relief at the short end edges is limited by their own length, not by their distance apart. The location of the transition therefore requires the whole of $\Phi$.

At fixed $L$, $ds/dq=-s$, $dt/dq=t$ and $dD/dq=(t^2-s^2)/D$. Using $s^2=(D-t)(D+t)$ and $t^2=(D-s)(D+s)$,

$$
\frac{d}{dq}\ln(t+D)=\frac{2t}{D}-1,\qquad
\frac{d}{dq}\ln(s+D)=1-\frac{2s}{D}.
$$

Apart from the logarithms themselves, the three parts of $d\Phi/dq$ are

$$
\left(t-\frac{2t^2}{D}\right)+\left(\frac{2s^2}{D}-s\right)+2\left(\frac{t^2-s^2}{D}+s-t\right)=s-t .
$$

The terms with $D$ cancel. Adding the edge cost, whose derivative is $(t-s)\Gamma/(ch)$ in units of $2ch^2$, absorbs $1+\Gamma/(ch)$ into $\alpha_0$:

$$
\frac{1}{2ch^2}\frac{dE}{dq}=-t\ln\frac{2st}{(t+D)\alpha_0}+s\ln\frac{2st}{(s+D)\alpha_0}=(t-s)\,[\Lambda(q)-\lambda],
$$

$$
\Lambda=\frac{t\ln[(t+D)/L]-s\ln[(s+D)/L]}{t-s}-\ln2 .
$$

This has the same structure as before, with $\Lambda$ in place of $q\coth q$. To see that $\Lambda$ increases, measure lengths in units of $L$, so that $st=1$, and write $p=t+s$, $m=t-s$. The numerator $N=t\ln(t+D)-s\ln(s+D)$ has derivative

$$
N'=t\ln(t+D)+s\ln(s+D)+2D-p .
$$

With $m'=p$ the quotient rule gives

$$
\Lambda'=\frac{N'm-Np}{m^2}=\frac{P}{m^2},\qquad P=(2D-p)m-2\ln\frac{t+D}{s+D}.
$$

At $q=0$, $P=0$. Using $p'=m$, $D'=pm/D$ and $m^2=p^2-4=D^2-2$,

$$
P'=\frac{2pm^2}{D}-m^2+2Dp-p^2-\frac{4p}{D}+4=m^2\left(\frac{4p}{D}-2\right)>0,
$$

because $p>D$. The elongated state is again unique, stable against changes of aspect ratio, and reached continuously. The threshold is $\Lambda(0)$, the ratio of the derivatives $N'=2\ln(1+\sqrt2)+2\sqrt2-2$ and $m'=2$, less $\ln 2$:

$$
L_c=\alpha_0\,\frac{1+\sqrt2}{2}\,e^{\sqrt2-1}\approx1.83\,\alpha_0 .
$$

Near it $m\simeq2q$ and $p/D\simeq\sqrt2$. Integrating $P'$ and then $P/m^2$ gives $\lambda-\ln(L_c/\alpha_0)\simeq(2\sqrt2-1)q^2/3$.

Dividing the stationarity condition by $s$ and solving for the width, with $d=\sqrt{1+\rho^2}$, gives

$$
s=\frac{\alpha_0}{2\rho}\exp\left[\frac{\rho\ln(\rho+d)-\ln(1+d)}{\rho-1}\right].
$$

For large $\rho$ the numerator tends to $\rho\ln2\rho-\ln\rho=(\rho-1)\ln2\rho+\ln2$, so $s\simeq\alpha_0(1+\ln2/\rho)$. The separable width approaches the same limit more slowly, as $\alpha_0(1+\ln\rho/\rho)$.

To illustrate the formulas, take a coherent island, free of dislocations, with round parameters: $\mu=50$ GPa, $\nu=0.25$, misfit 0.04, $h=2$ nm, $\theta=15^\circ$, $\gamma=1.00$ and $\gamma_e=1.15$ J/m². The misfit stress is $2\mu\frac{1+\nu}{1-\nu}\times0.04=6.67$ GPa, so $c=1.061\times10^8$ J/m³ and $ch=0.2122$ J/m². The facets have $w=7.46$ nm and $b=1.665$ nm. With $\Gamma=0.711$ J/m², $\Gamma/(ch)=3.35$ and

$$
\alpha_0=1.665\,e^{4.35}\ \text{nm}\approx129\ \text{nm}.
$$

The separable threshold is $L=351$ nm and the full one 236 nm. At $L=200$ nm both energies give a square. At 300 nm they disagree: the separable energy keeps the square, while the full one gives $155\times582$ nm, with an energy 83 eV below that of the square. At 450 nm both islands are elongated, $186\times1089$ nm against $138\times1469$ nm. The last width agrees with $\alpha_0(1+\ln2/10.7)\approx138$ nm.

The numerical output also lists results for the complete truncated pyramid, obtained by integrating the elastic energy over pairs of height levels with finite facets and corners. Its threshold, 236.1 nm (236.2 nm with the finite elongation step used to locate it), and its sides at 300 nm, $155\times582$ nm, support the edge formula. This calculation uses the same small-slope elastic response, so it does not measure the error of that approximation at $\tan15^\circ\approx0.27$. Corrections to it enter beside $\Gamma/(ch)$, partly as a constant from the facets and partly as a term that falls off with the width, because the island itself stiffens the surface. They stand in an exponent: a constant change of 0.1 already multiplies $\alpha_0$ by about 1.1, and the width-dependent part can also shift ratios such as $L_c/\alpha_0$. The lengths in nanometres are therefore illustrative. The lengths are also sensitive to the input. A 1% rise in $\gamma_e$ adds $0.0115/\sin15^\circ\approx0.044$ J/m² to $\Gamma$ and multiplies $\alpha_0$ by $e^{0.044/0.2122}\approx1.23$.

So far the volume of one island was fixed. If material can be shared among islands, the energy per volume matters. For a square $D=\sqrt2L$, and $E/(hL^2)$ becomes

$$
e_{\square}=-\frac{4ch}{L}\left[\ln\frac{2L}{(1+\sqrt2)\alpha_0}+\sqrt2-1\right].
$$

It is lowest when the bracket equals 1, at

$$
L_\square=\alpha_0\,\frac{1+\sqrt2}{2}\,e^{2-\sqrt2}\approx2.17\,\alpha_0,\qquad e_\square=-\frac{4ch}{L_\square}.
$$

This is only $2\alpha_0/L_\square\approx0.92$ of the ridge value $-2ch/\alpha_0$, and $L_\square$ lies beyond $L_c$, where the square is already unstable. The separable energy says otherwise. There $e_\square=-(4ch/L)[\ln(L/\alpha_0)+1]$, with its minimum at $L=\alpha_0$ and twice the ridge's gain. The preference for compact islands of side $\alpha_0$ is thus a consequence of dropping $\Delta$. In the example the integrated pyramid gives $-3.28$ MJ/m³ for a long wire and $-3.04$ MJ/m³ for the best square. The side of that square is 278 nm, against 280 nm from the formula. The corner constant explains the difference, since it shifts $\ln L_\square$ by about $-0.355\,w/L_\square\approx-0.009$.

These comparisons concern isolated, coherent rectangles of one given height. Coherence is a real restriction in the example. An edge dislocation in the interface with a Burgers vector of 0.38 nm would relieve about $\sigma h\times0.38\ \text{nm}\approx5$ nJ/m and cost roughly 2 nJ/m, which over the length of an island far exceeds the gain from changing its shape. The example thus describes islands in which dislocations have not formed, not the state of lowest energy. If the height can adjust, if neighbouring islands interact elastically, or if intermixing reduces the misfit, the energy to be minimised is a different one. The calculation also says nothing about whether atoms can move fast enough along the island for the lower-energy shape to be reached during growth.

## Computed results

```
shear modulus mu = 50 GPa, Poisson ratio nu = 0.25
misfit = 0.04, misfit stress sigma = 6.667 GPa
height h = 2.0 nm, facet angle = 15 deg
flat surface energy = 1.00 J/m^2
facet surface energy = 1.15 J/m^2
facet width w = 7.464 nm, cutoff b = 1.665 nm
edge cost Gamma = 0.7112 J/m^2
relief constant c = 1.0610e+08 J/m^3, c*h = 0.2122 J/m^2
Gamma/(c*h) = 3.3515
limiting width alpha0 = 129.23 nm
separable threshold = 351.28 nm, ratio 2.7183
full threshold = 236.05 nm, ratio 1.8266
threshold, integrated pyramid = 236.16 nm
onset coefficient, full model = 0.6095
corner constant / w = 0.3552
largest relief error / w in test = 0.0104
L = 200 nm:
  full: s = 200.0 nm, t = 200.0 nm, t/s = 1.000
  separable: s = 200.0 nm, t = 200.0 nm, t/s = 1.000
  integrated pyramid: s = 200.0 nm, t = 200.0 nm, t/s = 1.000
L = 300 nm:
  full: s = 154.6 nm, t = 582.3 nm, t/s = 3.767
  separable: s = 300.0 nm, t = 300.0 nm, t/s = 1.000
  integrated pyramid: s = 154.7 nm, t = 581.8 nm, t/s = 3.761
L = 450 nm:
  full: s = 137.8 nm, t = 1469.1 nm, t/s = 10.658
  separable: s = 186.0 nm, t = 1088.8 nm, t/s = 5.855
  integrated pyramid: s = 138.0 nm, t = 1467.9 nm, t/s = 10.641
gain over square at 300 nm, full = 82.80 eV
same, integrated pyramid = 82.52 eV
best wire width, integrated pyramid = 129.46 nm
best square side, full formula = 280.23 nm
best square side, integrated pyramid = 277.62 nm
energy per volume, long wire = -3.2823 MJ/m^3
energy per volume, best square = -3.0431 MJ/m^3
```
